# Electron density of n-type InSb from its Burstein–Moss shift

**Question**

At 77 K a heavily doped n-type InSb sample begins to absorb at a photon energy of 0.430 eV. Undoped material at the same temperature begins at its gap, $E_g=0.230$ eV. The difference, $D=0.200$ eV, is the Burstein–Moss shift. The edge of the doped sample is read where the final conduction states are half occupied.

Use these rough material parameters: band-edge electron mass $m_c=0.014$, heavy-hole mass $m_h=0.43$ (both in units of the free-electron mass $m_0$), spin-orbit splitting $\Delta=0.80$ eV, and static dielectric constant $\varepsilon=17$. Write $\beta=\hbar^2/(2m_0)=0.0381$ eV nm² and $r=m_c/m_h=0.03256$. Conduction energies $E$ are measured from the conduction-band bottom.

(a) Relate $D$ to the Fermi wavenumber $k_F$, and $k_F$ to the electron density $n$.

(b) Derive the conduction band from the coupling of one s orbital to three p orbitals, in the limit of large $\Delta$.

(c) Find $n$.

(d) Show that a parabolic conduction band with the same $m_c$ gives too small a density, and find by how much.

(e) Size the main effects left out. Does the conclusion of (d) survive them?

**Answer to (a)**

A photon carries negligible momentum on the scale of $k_F$. In a perfect crystal the transition is therefore vertical: the electron keeps its wavevector. Take the heavy-hole band as $-\beta k^2/m_h$ below the valence top. The transition at $k$ then needs

$$\hbar\omega(k)=E_g+E(k)+\frac{\beta k^2}{m_h}.$$

Suppose first that the temperature is zero and that doping leaves the bands themselves unchanged. Conduction states with $k<k_F$ are full, and the Pauli principle blocks transitions into them. Both $k$-dependent terms rise with $k$, so the lowest allowed transition is at $k_F$:

$$D=E(k_F)+\frac{\beta k_F^2}{m_h}.$$

The shift is therefore larger than the Fermi energy $E_F=E(k_F)$, because the hole also takes up energy.

For a spherical Fermi sea, each volume $(2\pi)^3$ of $k$ space holds one state per spin and unit crystal volume. Hence

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}.$$

This count doesn't depend on the shape of $E(k)$. The band shape enters only when $D$ is converted into $k_F$.

**Answer to (b)**

The s–p coupling and the spin-orbit term $(\Delta/3)\,\mathbf L\cdot\boldsymbol\sigma$ are unchanged by a joint rotation of orbitals, spin and $\mathbf k$. We may therefore put $\mathbf k$ along $z$, where $s$ couples only to $p_z$, with matrix element $iPk$.

Write the p states as $|m\rangle$, with $m$ the orbital angular momentum along $z$, so that $p_z$ is $|0\rangle$. Using

$$\mathbf L\cdot\boldsymbol\sigma=L_z\sigma_z+L_+\sigma_-+L_-\sigma_+,\qquad \sigma_\pm=\tfrac12(\sigma_x\pm i\sigma_y),$$

we find that $|0\rangle\!\uparrow$ couples to $|1\rangle\!\downarrow$ with strength $\sqrt2$. Their diagonal elements are $0$ and $-1$. The eigenvalues of this $2\times2$ block satisfy $\lambda^2+\lambda-2=0$, so $\lambda=1$ or $-2$. Subtracting $\Delta/3$ puts the valence top at zero and the split-off band at $-\Delta$.

In the basis $s\!\uparrow$, $|0\rangle\!\uparrow$, $|1\rangle\!\downarrow$, and without the free-electron term $\beta k^2$, the Hamiltonian is

$$H=\begin{pmatrix}E_g&iPk&0\\-iPk&-\Delta/3&\sqrt2\Delta/3\\0&\sqrt2\Delta/3&-2\Delta/3\end{pmatrix}.$$

Let $W$ be its eigenvalue, measured from the valence top. Expanding the determinant along the first row gives

$$(E_g-W)\left[\left(W+\tfrac{\Delta}{3}\right)\left(W+\tfrac{2\Delta}{3}\right)-\tfrac{2\Delta^2}{9}\right]+P^2k^2\left(W+\tfrac{2\Delta}{3}\right)=0.$$

The square bracket equals $W(W+\Delta)$, so

$$W(W-E_g)(W+\Delta)=P^2k^2\left(W+\tfrac{2\Delta}{3}\right).\qquad(1)$$

The remaining state, $|1\rangle\!\uparrow$, is uncoupled and stays at $W=0$. It is the heavy hole. Its curvature comes from bands outside this set and is supplied by $m_h$. The opposite spin set gives the same energies.

For $\Delta\gg |W|$, divide (1) by $\Delta$ to obtain $W(W-E_g)=2P^2k^2/3$. The conduction band has $W=E_g+E$, hence

$$E\left(1+\frac{E}{E_g}\right)=\frac{2P^2k^2}{3E_g}.$$

At small $k$ the left side is $E$, and the right side must equal the band-edge parabola $x=\beta k^2/m_c$. This fixes $P$ and gives the two-band Kane dispersion

$$E\left(1+\frac{E}{E_g}\right)=x=\frac{\beta k^2}{m_c}.\qquad(2)$$

The other root is $W=-E$, the light hole. Its transition needs $E_g+2E$, which exceeds the heavy-hole transition as long as $E>rx$, or $r(1+E/E_g)<1$. Part (c) shows that this holds here.

**Answer to (c)**

Since $\beta k_F^2/m_h=r x_F$, where $x_F$ is the value of $x$ at $k_F$, equation (2) turns the edge condition into

$$D=E_F+rE_F\left(1+\frac{E_F}{E_g}\right),$$

or

$$\frac{r}{E_g}E_F^2+(1+r)E_F-D=0.$$

The positive root is

$$E_F=\frac{E_g}{2r}\left[\sqrt{(1+r)^2+\frac{4rD}{E_g}}-(1+r)\right].$$

For small $r$ this subtracts nearly equal numbers. Multiplying and dividing by the sum of the same two terms leaves $4rD/E_g$ in the numerator, so

$$E_F=\frac{2D}{1+r+\sqrt{(1+r)^2+4rD/E_g}}.\qquad(3)$$

Numerically,

$$E_F=\frac{0.400}{1.0326+\sqrt{1.0662+0.1133}}\ \text{eV}=0.1888\ \text{eV}.$$

With $e=E_F/E_g=0.821$, equation (2) gives $x_F=0.1888\times1.821=0.3438$ eV. Then

$$k_F=\sqrt{\frac{m_cx_F}{\beta}}=\sqrt{\frac{0.014\times0.3438}{0.0381}}\ \text{nm}^{-1}=0.3554\ \text{nm}^{-1},$$

$$n=\frac{(0.3554)^3}{3\pi^2}\ \text{nm}^{-3}=1.52\times10^{-3}\ \text{nm}^{-3}=1.52\times10^{18}\ \text{cm}^{-3}.$$

The heavy hole takes $rx_F=0.0112$ eV, which with $E_F$ restores the 0.200 eV shift. Also $r(1+e)=0.059<1$, and the light-hole transition at $k_F$ lies at 0.608 eV, well above the observed edge.

A numerical test ran the argument in the forward direction. The s–p Hamiltonian, with $\Delta$ set to $10^5$ eV to reach the limit of (2), was diagonalized on $44^3$ points in one octant of $k$ space. The lowest states were filled to $1.60\times10^{18}$ cm$^{-3}$, and the lowest unblocked transition was found, with the heavy-hole parabola added. It gave a shift of 0.2052 eV, from which (3) returned $1.60\times10^{18}$ cm$^{-3}$. Going from $22^3$ to $44^3$ points moved the recovered density by 0.21%.

**Answer to (d)**

Let $k_p$ be the wavenumber inferred from the parabola. It satisfies

$$D=\frac{\beta k_p^2}{m_c}+\frac{\beta k_p^2}{m_h}=(1+r)x_p,\qquad x_p=\frac{\beta k_p^2}{m_c}.$$

By (2), $E=x/(1+E/E_g)<x$ for every $k>0$. At $k_p$ the Kane transition therefore has a shift smaller than $D$. Since the shift rises with $k$, the Kane band must be filled further to reach $D$, so $k_F>k_p$. The argument applies to any rising conduction band that lies below its band-edge parabola.

To find the factor, use $n\propto x^{3/2}$ at fixed $m_c$:

$$\frac{n}{n_p}=\left(\frac{x_F}{x_p}\right)^{3/2}=\left[\frac{(1+r)E_F(1+e)}{D}\right]^{3/2}.$$

The edge condition gives $D=E_F(1+r+re)$. The numerator contains $(1+r)(1+e)=(1+r+re)+e$. Therefore

$$\frac{n}{n_p}=\left[1+\frac{e}{1+r+re}\right]^{3/2}>1.\qquad(4)$$

For the sample, $x_p=0.200/1.03256=0.1937$ eV and $n_p=6.41\times10^{17}$ cm$^{-3}$. Equation (4) gives

$$\frac{n}{n_p}=\left[1+\frac{0.8209}{1.0593}\right]^{3/2}=2.36.$$

The parabolic reading is 58% below the Kane density. Conversely, at the Kane density the parabola would predict a shift of $(1+r)x_F=0.355$ eV instead of 0.200 eV.

Two limits show what controls the error. For $D\ll E_g$, (3) gives $e\simeq D/[E_g(1+r)]$, and expanding (4) to first order yields

$$\frac{n}{n_p}\simeq1+\frac{3D}{2E_g(1+r)^2}.$$

At $D=0.05$ eV this is 1.31, against 1.32 from the full expression. These values assume a sharp Fermi sea. At zero temperature, keeping the parabolic error near 5% would need a shift of about 0.008 eV. That is close to $k_BT=0.0066$ eV at 77 K, where the sharp-sea count no longer holds, because thermally occupied higher states feel the nonparabolicity. With Fermi occupation at 77 K and the edge at half occupation, the ratio is 1.35 at $D=0.05$ eV and 1.14 at $D=0.008$ eV, and it tends to about 1.11 in the nondegenerate limit. With these parameters, the parabolic band does not reach 5% accuracy at 77 K for any shift.

For a very heavy hole, $r\to0$, all of $D$ goes into the conduction band. Then $e=D/E_g$ and

$$\frac{n}{n_p}\to\left(1+\frac{D}{E_g}\right)^{3/2}.$$

This gives 2.56 for the present shift. The finite hole mass lowers the factor to 2.36. With the stated masses, the factor is 1.65 at $D=0.10$ eV and 3.12 at $D=0.30$ eV.

**Answer to (e)**

*Finite spin-orbit splitting and the free-electron term.* Restore $\beta k^2$ in the conduction band, so that $E=W-E_g+\beta k^2$ with $W$ still obeying (1). Rearranged, (1) reads

$$W-E_g=\frac{P^2k^2}{3}\left[\frac{2}{W}+\frac{1}{W+\Delta}\right].\qquad(5)$$

At small $k$ we may put $W=E_g$ on the right. Matching the band-edge mass then requires

$$\frac1{m_c}=1+\frac{E_P}{3}\left[\frac2{E_g}+\frac1{E_g+\Delta}\right],\qquad E_P=\frac{P^2}{\beta}.$$

This gives $E_P=21.86$ eV. Solving the edge condition with this band gives $n=1.37\times10^{18}$ cm$^{-3}$, 9.6% below the two-band result. The size of this change reflects that $W=E_g+E_F=0.42$ eV is about half of $\Delta$, so the condition $\Delta\gg|W|$ behind (2) is only roughly met at the Fermi level. Finite $\Delta$ alone lowers $n$ by about 7%, and the free-electron term alone lowers it by about 3%.

This band also lies below its parabola. For $k>0$ we have $W>E_g$, and the bracket in (5) falls as $W$ rises, so $W-E_g$ is less than its small-$k$ form. The band still rises, because (5) gives $k^2$ as an increasing function of $W$. The argument of (d) therefore applies, and the density is 2.14 times the parabolic one.

*Heavy-hole anisotropy.* The heavy-hole mass depends on direction. Repeating the isotropic calculation with rough directional values of 0.26 and 0.56 changes $n$ by $-7.2$% and $+2.8$%. A heavier hole takes less of the fixed shift and leaves more for the electron.

*Temperature and reading of the edge.* Here $E_F/k_BT=28.5$. If the edge is read at half occupation, the chemical potential is fixed at the energy found in (c). Replacing the sharp Fermi sea by the Fermi function then changes $n$ by only $+0.60$%.

The criterion matters more. Suppose 0.430 eV marks the foot of the absorption, $4k_BT$ below the chemical potential, where only 1.8% of the final states are empty. The chemical potential is then higher by 0.0265 eV, and $n$ becomes $2.03\times10^{18}$ cm$^{-3}$, an increase of 34%. The parabolic band read in the same way gives $7.8\times10^{17}$ cm$^{-3}$.

*Gap shrinkage.* Interactions lower the transition energy, so part of the filling shift is hidden. For plane waves, exchange with the occupied states of the same spin lowers an electron at $k_F$ by

$$\delta_x=\frac{e_0^2}{\varepsilon_0\varepsilon}\int_{q<k_F}\frac{d^3q}{(2\pi)^3}\frac1{|\mathbf k_F-\mathbf q|^2},$$

where $e_0$ is the elementary charge. Put the origin at $\mathbf k_F$. A ray at angle $\theta$ to the inward normal stays inside the sphere for a length $2k_F\cos\theta$, and the volume element cancels the inverse square. The integral of $1/|\mathbf k_F-\mathbf q|^2$ over the sphere is then $2\pi\int_0^1 2k_Fu\,du=2\pi k_F$, so

$$\delta_x=\frac{e_0^2k_F}{4\pi^2\varepsilon_0\varepsilon}=9.6\ \text{meV}.$$

The electrons also screen the hole. A slowly varying potential $\phi$ changes their density by $g e_0\phi$, where $g=dn/dE_F=0.0175$ eV$^{-1}$ nm$^{-3}$. Poisson's equation then gives $\nabla^2\phi=\kappa^2\phi$ away from the hole, with $\kappa^2=e_0^2g/(\varepsilon_0\varepsilon)$ and $\kappa=0.136$ nm$^{-1}$. The hole's potential becomes $e_0e^{-\kappa R}/(4\pi\varepsilon_0\varepsilon R)$ at distance $R$. Subtracting the unscreened potential leaves $-e_0\kappa/(4\pi\varepsilon_0\varepsilon)$ at the hole. Building up the charge gradually supplies a factor $\tfrac12$, so the energy is lowered by

$$\delta_h=\frac{e_0^2\kappa}{8\pi\varepsilon_0\varepsilon}=5.8\ \text{meV}.$$

The total is 15.4 meV. This is an order-of-magnitude estimate: it applies the slowly varying response right up to the hole, and it leaves out, among other things, screening of the exchange, correlation of the conduction electrons and the mixed s–p character of their states. Adding it to $D$, with $E_g$ in the dispersion held fixed, gives $n=1.78\times10^{18}$ cm$^{-3}$, up 17%. The corresponding parabolic density is $7.2\times10^{17}$ cm$^{-3}$.

*Random donors.* Let uncorrelated donors of density $n$ each have the screened potential above. The variance of an electron's potential energy is

$$n\left(\frac{e_0^2}{4\pi\varepsilon_0\varepsilon}\right)^2\int_0^\infty4\pi e^{-2\kappa R}dR=\left(\frac{e_0^2}{4\pi\varepsilon_0\varepsilon}\right)^2\frac{2\pi n}{\kappa},$$

which gives an rms value of 22 meV. A smooth potential moves both bands together but changes the local filling, so it smears the edge. Misplacing the edge by this amount would change $n$ by about a quarter. This classical estimate ignores the wave nature of the carriers.

Donors can also supply momentum, and the 22 meV fluctuation exceeds the hole's kinetic energy of 11 meV, so the transition need not be strictly vertical. In the extreme case the hole is left at the valence top, and the edge condition becomes $D=E_F$. Then $n$ rises by 13% to $1.72\times10^{18}$ cm$^{-3}$. With the parabolic band read in the same way, the density ratio is the $r\to0$ value of (d), 2.56.

*The real sample.* The parameters are rough values for InSb at 77 K, and a density near $1.5\times10^{18}$ cm$^{-3}$ means heavy doping. Real samples have a broadened edge and interacting carriers, so the three-digit density belongs to the model. Leaving aside the donor smearing, which could move the reading either way by about a quarter, the corrections computed above, taken one at a time, put $n$ between about $1.4$ and $2.0\times10^{18}$ cm$^{-3}$, which is not a strict bound on their combined effect. The largest of these changes comes from reading the edge at its foot, and its size depends on how far below the chemical potential the foot is placed. The edge criterion should therefore be fixed before the band model is refined. The rough parameters add their own uncertainty: taking $m_c=0.0135$ instead of 0.014 lowers $n$ by about 5%. In each case where both bands were given the same single correction, the parabolic density remained less than half the two-band Kane density. The margin is thinner for the finite-$\Delta$ band, whose ratio starts at 2.14 and can fall slightly below 2 when corrections are combined, though it stays far above 1. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Undoped gap (rough): 0.230 eV
Band-edge electron mass (rough): 0.014 m0
Heavy-hole mass (rough): 0.43 m0
Spin-orbit splitting (rough): 0.80 eV
Dielectric constant (rough): 17.0
Temperature: 77 K
hbar^2/(2 m0): 0.038100 eV nm^2
Optical edge of doped sample: 0.430 eV
Edge shift D: 0.200 eV
Mass ratio r: 0.03256
Fermi energy, Kane: 0.18881 eV
E_F/Eg: 0.8209
E_F(1+E_F/Eg): 0.34380 eV
Heavy-hole energy at k_F: 0.01119 eV
Fermi wavenumber: 0.3554 nm^-1
Density, Kane: 1.516e+18 cm^-3
Parabolic Fermi energy: 0.19369 eV
Density, parabolic: 6.413e+17 cm^-3
Ratio Kane/parabolic: 2.365
Parabolic underestimate: 57.7 %
Parabolic shift at Kane density: 0.3550 eV
Light-hole transition at k_F: 0.6076 eV
Ratio at D=0.05 eV: 1.317
Ratio at D=0.10 eV: 1.652
Ratio at D=0.30 eV: 3.119
Mesh 22^3, edge shift at 1.6e18 cm^-3: 0.20502 eV
Mesh 22^3, density recovered: 1.599e+18 cm^-3
Mesh 44^3, edge shift at 1.6e18 cm^-3: 0.20522 eV
Mesh 44^3, density recovered: 1.602e+18 cm^-3
Density change between meshes: 0.21 %
Kane energy E_P, eight-band: 21.86 eV
Density, eight-band: 1.372e+18 cm^-3
Change, eight-band: -9.6 %
Change, heavy-hole mass 0.26 m0: -7.2 %
Change, heavy-hole mass 0.56 m0: +2.8 %
kT: 6.64 meV
E_F/kT: 28.5
Change, thermal occupation: +0.60 %
Empty fraction 4kT below Fermi level: 1.80 %
Density, foot criterion, Kane: 2.026e+18 cm^-3
Density, foot criterion, parabolic: 7.775e+17 cm^-3
Change, foot criterion: +33.6 %
Density of states at E_F: 0.01748 eV^-1 nm^-3
Screening wavenumber: 0.1364 nm^-1
Exchange energy at k_F: 9.6 meV
Hole screening energy: 5.8 meV
Estimated gap shrinkage: 15.4 meV
Density with shrinkage, Kane: 1.776e+18 cm^-3
Density with shrinkage, parabolic: 7.166e+17 cm^-3
Change, gap shrinkage: +17.1 %
Classical rms donor potential: 22.4 meV
```
